# Two-wave treatment of a nearly free electron near a Bragg plane, part 1

(Sections cited here and not found follow in the second part.)

An electron in a weak periodic potential ought to be describable as a free electron with small corrections. Ordinary perturbation theory supplies those corrections for almost every wave vector, but on certain planes in $\mathbf k$-space it returns an infinite energy shift however weak the potential is, and near those planes it returns a finite, wrong one. These are the planes where the potential splits the energies at a given wave vector, the first step towards a band gap, so the scheme fails where it is most needed.

To see the failure, take one electron of mass $m$ in a fixed, real, local potential with the periodicity of a lattice. Interactions between electrons enter only through this mean potential, and spin plays no part. The potential is a Fourier series over reciprocal-lattice vectors,

$$V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.$$

Taking the complex conjugate of the series and using $V^*=V$ gives $V_{-\mathbf G}=V_{\mathbf G}^*$. The average $V_0$ shifts all energies equally and is set to zero. In a periodic box of volume $\Omega$ the plane waves $|\mathbf k\rangle=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ are orthonormal and have kinetic energy $\varepsilon_{\mathbf k}=\hbar^2k^2/2m$. The matrix element of the potential is

$$\langle\mathbf k|V|\mathbf k'\rangle=\sum_{\mathbf G}V_{\mathbf G}\,\frac1\Omega\int e^{i(\mathbf G-\mathbf k+\mathbf k')\cdot\mathbf r}\,d^3r ,$$

and the integral is $\Omega$ when $\mathbf G=\mathbf k-\mathbf k'$ and zero otherwise. The element therefore equals $V_{\mathbf k-\mathbf k'}$ when $\mathbf k-\mathbf k'$ is a reciprocal-lattice vector and vanishes when it is not. In particular $\langle\mathbf k|V|\mathbf k-\mathbf G\rangle=V_{\mathbf G}$, not its conjugate. An eigenstate can thus be built from one family of waves, $\psi=\sum_{\mathbf G'}c_{\mathbf G'}|\mathbf k-\mathbf G'\rangle$. Projecting the Schrödinger equation on $\langle\mathbf k-\mathbf G'|$, and noting $(\mathbf k-\mathbf G')-(\mathbf k-\mathbf G'')=\mathbf G''-\mathbf G'$, gives the exact central equation

$$(\varepsilon_{\mathbf k-\mathbf G'}-E)\,c_{\mathbf G'}+\sum_{\mathbf G''}V_{\mathbf G''-\mathbf G'}\,c_{\mathbf G''}=0 .$$

Non-degenerate perturbation theory assumes $c_0\approx1$, $E\approx\varepsilon_{\mathbf k}$ and all other amplitudes small. In the row $\mathbf G'=\mathbf G$ only the term $\mathbf G''=0$ of the sum is then of first order, so $(\varepsilon_{\mathbf k-\mathbf G}-\varepsilon_{\mathbf k})c_{\mathbf G}+V_{-\mathbf G}=0$. Solving for $c_{\mathbf G}$ and inserting it in the row $\mathbf G'=0$, which reads $E=\varepsilon_{\mathbf k}+\sum_{\mathbf G}V_{\mathbf G}c_{\mathbf G}$, gives

$$c_{\mathbf G}=\frac{V_{\mathbf G}^*}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf G}},\qquad E=\varepsilon_{\mathbf k}+\sum_{\mathbf G\ne0}\frac{|V_{\mathbf G}|^2}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf G}} .$$

The denominator is $(\hbar^2/2m)\,[k^2-(\mathbf k-\mathbf G)^2]=(\hbar^2/2m)(2\mathbf k\cdot\mathbf G-G^2)$. It vanishes when $\mathbf k\cdot\mathbf G=G^2/2$, which is the plane perpendicular to $\mathbf G$ through $\mathbf G/2$, the Bragg plane. There the incident wave and the wave reflected from the lattice planes have equal energy, and the assumption that $c_{\mathbf G}$ is small contradicts its own result.

The cure is to treat $c_0$ and $c_{\mathbf G}$ on an equal footing. The assumption that replaces the failed one is that $\mathbf k$ lies near this one plane only: every other wave $\mathbf k-\mathbf G'$ is separated from $\varepsilon_{\mathbf k}$ by an energy of at least $\Delta$, much larger than any $|V_{\mathbf G'}|$. Those waves then have amplitudes of order $V/\Delta$, by the formula above, and feed back into the two retained rows at order $V^2/\Delta$. Dropping them leaves a result correct to first order in $V$. The rows $\mathbf G'=0$ and $\mathbf G'=\mathbf G$ become

$$\begin{pmatrix}\varepsilon_{\mathbf k}-E & V_{\mathbf G}\\ V_{\mathbf G}^* & \varepsilon_{\mathbf k-\mathbf G}-E\end{pmatrix}\begin{pmatrix}c_0\\ c_{\mathbf G}\end{pmatrix}=0 .$$

Measure the wave vector from the centre of the plane, $\mathbf k=\mathbf G/2+\mathbf q$, so that $\mathbf k-\mathbf G=-\mathbf G/2+\mathbf q$. Squaring gives $G^2/4+q^2\pm\mathbf G\cdot\mathbf q$, hence

$$\varepsilon_{\mathbf k}=\bar\varepsilon+\delta,\qquad \varepsilon_{\mathbf k-\mathbf G}=\bar\varepsilon-\delta,$$

$$\bar\varepsilon=\varepsilon_0+\frac{\hbar^2q^2}{2m},\qquad \varepsilon_0=\frac{\hbar^2G^2}{8m},\qquad \delta=\frac{\hbar^2\,\mathbf G\cdot\mathbf q}{2m}.$$

The detuning $\delta$ is zero on the plane and negative on the side nearer the origin. A non-zero solution needs a vanishing determinant. With $x=E-\bar\varepsilon$ the determinant is $(\delta-x)(-\delta-x)-|V_{\mathbf G}|^2=x^2-\delta^2-|V_{\mathbf G}|^2$, so

$$E_\pm=\varepsilon_0+\frac{\hbar^2q^2}{2m}\pm R,\qquad R=\sqrt{\delta^2+|V_{\mathbf G}|^2}.$$

At fixed $\mathbf k$ the branches are $2R$ apart. This is smallest at $\delta=0$, where it equals $2|V_{\mathbf G}|$ at every point of the plane for which the single-plane assumption holds. Nothing diverges: the crossing of the two free parabolas has become an avoided crossing.

The first row gives the states. With $x=\pm R$ it reads $(\delta\mp R)c_0+V_{\mathbf G}c_{\mathbf G}=0$, so

$$\frac{c_{\mathbf G}}{c_0}=\frac{\pm R-\delta}{V_{\mathbf G}} .$$

Since $|V_{\mathbf G}|^2=(R-\delta)(R+\delta)$, the squared modulus of the ratio is $(R-\delta)/(R+\delta)$ for the upper state and $(R+\delta)/(R-\delta)$ for the lower. Normalisation, $|c_0|^2=1/(1+|c_{\mathbf G}/c_0|^2)$, then gives the weight of the wave $\mathbf k$ as $|c_0|^2=\tfrac12(1\pm\delta/R)$. On the inner side the lower state is mostly $|\mathbf k\rangle$, on the outer side mostly $|\mathbf k-\mathbf G\rangle$, and on the plane both states are equal mixtures.

On the plane write $V_{\mathbf G}=|V_{\mathbf G}|e^{i\varphi}$. With $\delta=0$ and $R=|V_{\mathbf G}|$ the ratio is $\pm e^{-i\varphi}$. Take $c_0=1/\sqrt2$, call the in-plane wave vector $\mathbf q_\parallel$, and pull out the common factors:

$$\psi_\pm=\frac{e^{i\mathbf q_\parallel\cdot\mathbf r}}{\sqrt{2\Omega}}\left[e^{i\mathbf G\cdot\mathbf r/2}\pm e^{-i\varphi}e^{-i\mathbf G\cdot\mathbf r/2}\right]=\frac{e^{i\mathbf q_\parallel\cdot\mathbf r}e^{-i\varphi/2}}{\sqrt{2\Omega}}\left[e^{i\theta}\pm e^{-i\theta}\right],\qquad \theta=\frac{\mathbf G\cdot\mathbf r+\varphi}{2}.$$

The bracket is $2\cos\theta$ for the upper sign and $2i\sin\theta$ for the lower. Dropping constant phases,

$$\psi_+=\sqrt{\frac2\Omega}\,e^{i\mathbf q_\parallel\cdot\mathbf r}\cos\frac{\mathbf G\cdot\mathbf r+\varphi}{2},\qquad \psi_-=\sqrt{\frac2\Omega}\,e^{i\mathbf q_\parallel\cdot\mathbf r}\sin\frac{\mathbf G\cdot\mathbf r+\varphi}{2}.$$

These waves stand along $\mathbf G$ and run along the plane; only at $\mathbf k=\mathbf G/2$ do they stand completely. Plain $\cos(\mathbf G\cdot\mathbf r/2)$ and $\sin(\mathbf G\cdot\mathbf r/2)$ appear when $V_{\mathbf G}$ is real. For $V_{\mathbf G}>0$, $\varphi=0$, the cosine is the upper state and the sine the lower. For $V_{\mathbf G}<0$, $\varphi=\pi$, and $\cos(\alpha+\pi/2)=-\sin\alpha$, $\sin(\alpha+\pi/2)=\cos\alpha$ exchange the roles, so the sine is upper and the cosine lower. Both cases are contained in $E_{\cos}=\bar\varepsilon+V_{\mathbf G}$ and $E_{\sin}=\bar\varepsilon-V_{\mathbf G}$.

The phase $\varphi$ depends on the origin. Writing $\mathbf r=\mathbf r'+\mathbf r_0$ multiplies $V_{\mathbf G}$ by $e^{i\mathbf G\cdot\mathbf r_0}$, so a single coefficient can always be made real, and a shift with $\mathbf G\cdot\mathbf r_0=\pi$ reverses its sign while exchanging cosine and sine. The sign rule is therefore a statement about a given origin. If the origin is an inversion centre, $V(-\mathbf r)=V(\mathbf r)$ gives $V_{-\mathbf G}=V_{\mathbf G}$, which with $V_{-\mathbf G}=V_{\mathbf G}^*$ makes all coefficients real at once.

The content that does not depend on the origin follows from the densities. From $2\cos^2\theta=1+\cos2\theta$ and $2\sin^2\theta=1-\cos2\theta$,

$$|\psi_\pm|^2=\frac1\Omega\left[1\pm\cos(\mathbf G\cdot\mathbf r+\varphi)\right].$$

Both states have kinetic energy $\bar\varepsilon$, being mixtures of two waves of that energy. For the potential energy use $\Omega^{-1}\int Ve^{\pm i\mathbf G\cdot\mathbf r}d^3r=V_{\mp\mathbf G}$:

$$\langle V\rangle_\pm=V_0\pm\tfrac12\left(e^{i\varphi}V_{-\mathbf G}+e^{-i\varphi}V_{\mathbf G}\right)=\pm|V_{\mathbf G}| .$$

The part of the potential made of $\pm\mathbf G$ is $V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}+\text{c.c.}=2|V_{\mathbf G}|\cos(\mathbf G\cdot\mathbf r+\varphi)$. The upper state has its density maxima on the crests of this component and the lower state in its troughs. All other harmonics integrate to zero against these densities, so the troughs that matter are those of the $\mathbf G$ component, which need not be the minima of the whole potential.

The shape of the bands near the plane follows by splitting $\mathbf q$ into $\mathbf q_\parallel$ and a normal component $q_n$, so that $\delta=\hbar^2Gq_n/2m$. Then $\delta^2=\hbar^4G^2q_n^2/4m^2=4\varepsilon_0\,\hbar^2q_n^2/2m$. For $|\delta|\ll|V_{\mathbf G}|$, $R\approx|V_{\mathbf G}|+\delta^2/2|V_{\mathbf G}|$, and

$$E_\pm\approx\varepsilon_0\pm|V_{\mathbf G}|+\frac{\hbar^2q_\parallel^2}{2m}+\frac{\hbar^2q_n^2}{2m}\left(1\pm\frac{2\varepsilon_0}{|V_{\mathbf G}|}\right).$$

No term linear in $q_n$ appears, so within the two-wave model the normal group velocity $\hbar^{-1}\partial E/\partial q_n$ vanishes on the plane, as it must for a wave standing along $\mathbf G$. The mass along the plane is $m$. The mass along the normal obeys $m/m^*_\pm=1\pm2\varepsilon_0/|V_{\mathbf G}|$, which is light for a weak potential, positive in the upper band, and negative in the lower band since $2\varepsilon_0>|V_{\mathbf G}|$ in this regime. The parabola holds for $|q_n|$ well below the value where $|\delta|=|V_{\mathbf G}|$,

$$q_c=\frac{2m|V_{\mathbf G}|}{\hbar^2G},\qquad \frac{q_c}{G/2}=\frac{4m|V_{\mathbf G}|}{\hbar^2G^2}=\frac{|V_{\mathbf G}|}{2\varepsilon_0}.$$

A weaker potential bends the band more sharply over a thinner layer. In the opposite limit $|\delta|\gg|V_{\mathbf G}|$, $R\approx|\delta|+|V_{\mathbf G}|^2/2|\delta|$. On the inner side $\bar\varepsilon-|\delta|=\varepsilon_{\mathbf k}$ and $2|\delta|=\varepsilon_{\mathbf k-\mathbf G}-\varepsilon_{\mathbf k}$, so $E_-\approx\varepsilon_{\mathbf k}-|V_{\mathbf G}|^2/(\varepsilon_{\mathbf k-\mathbf G}-\varepsilon_{\mathbf k})$, the $\mathbf G$ term of the non-degenerate series.

The size of what was dropped can be computed. Label the retained waves $i,j$ and the others $n$. To lowest order the row for $n$ gives $c_n=-\sum_j\langle n|V|j\rangle c_j/(\varepsilon_n-E)$. Inserting this in the retained rows leaves a $2\times2$ problem with

$$H^{\rm eff}_{ij}=H_{ij}-\sum_n\frac{\langle i|V|n\rangle\langle n|V|j\rangle}{\varepsilon_n-E}.$$

In one dimension at $k=G/2$ the waves have wave numbers $pG/2$ with $p$ odd, energies $p^2\varepsilon_0$, and $\langle p|V|p'\rangle=V_{(p-p')G/2}$. Let only $V_{\pm G}$ and $V_{\pm2G}$ be non-zero and put $E=\varepsilon_0$ in the denominators. The wave $p=1$ reaches $p=3$ through $V_G$, and $p=-3$ and $p=5$ through $V_{2G}$, with denominators $8\varepsilon_0$, $8\varepsilon_0$ and $24\varepsilon_0$; the wave $p=-1$ has the mirror set. Both diagonal elements shift by

$$-\frac{|V_G|^2+|V_{2G}|^2}{8\varepsilon_0}-\frac{|V_{2G}|^2}{24\varepsilon_0}.$$

The off-diagonal element needs a wave coupled to both. For $p=3$ the product is $\langle1|V|3\rangle\langle3|V|{-1}\rangle=V_G^*V_{2G}$, for $p=-3$ it is $V_{2G}V_G^*$, and $p=\pm5$ would need $V_{3G}$. The coupling becomes $V_G-V_{2G}V_G^*/4\varepsilon_0$, and the gap is twice its modulus. In general, where a bare coefficient is as small as such second-order terms, the gap and the order of the states are set by the effective coupling and not by $V_{\mathbf G}$.

Keeping two waves on an equal footing removes the divergence at a single Bragg plane and gives a splitting of $2|V_{\mathbf G}|$ there, with the neglected waves entering as second-order corrections. It remains to test these results against numerical solutions, and to see what happens in three dimensions, where bands can overlap in energy and Bragg planes meet.
